**Electrostatic coupling at a charged silica surface**

The program evaluates $\Xi=q^2l_B/\mu=2\pi q^3l_B^2\sigma_s$, where $q$ is the ion valence, $l_B$ the Bjerrum length, $\mu$ the Gouy–Chapman length and $\sigma_s$ the number of wall charges per area. For divalent ions at 0.1 C/m², 298 K and relative permittivity 78, it finds $\Xi=16.2$. It asserts that the closed formula agrees with the pair energy at distance $\mu$, and that the mean-field profile agrees with numerical integration of its differential equation. Monte Carlo runs at four couplings are required to satisfy the contact force balance and to approach the weak- and strong-coupling limits within stated tolerances. With a neutral lid at $10\mu$, mean-field theory overestimates the simulated mean ion height by 40% in the divalent case, while the strong-coupling limit underestimates it by 29%. Further assertions cover the formulas used for image repulsion, discrete wall charges, salt screening and dielectric saturation. These effects are sized separately and are not included in the simulations.

## Numerical check

```python
"""Electrostatic coupling of counterions at a charged wall.
Result under test: Xi = q^2 lB / mu = 2 pi q^3 lB^2 s controls the ion layer;
mean-field (Poisson-Boltzmann, PB) theory holds for small Xi and fails at Xi ~ 16.
q: ion valence, lB: Bjerrum length, s: wall charges per area,
mu = 1/(2 pi q lB s): Gouy-Chapman length, kT: thermal energy.
Simulations use lengths in mu, energies in kT, and a neutral hard lid at height LID.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

# ---------- inputs (rough typical values for silica in an aqueous bath) ----------
valence = 2
sigma = 0.1                 # C/m^2
temperature = 298.0         # K
eps_water = 78.0
eps_silica = 4.0
ion_radius = 0.4            # nm, hydrated ion
salt_molar = 1e-3           # mol/L of a 2:1 salt
warm_temperature, warm_eps = 333.0, 67.0
e, eps0, kB = const.e, const.epsilon_0, const.k
kT = kB * temperature

# ---------- characteristic lengths and coupling ----------
bjerrum = e**2 / (4 * np.pi * eps0 * eps_water * kT) * 1e9      # nm
sites = sigma / e * 1e-18                                     # 1/nm^2
mu = 1 / (2 * np.pi * valence * bjerrum * sites)               # nm


def coupling(q, charge, eps, temp):
    """Closed SI formula for the coupling parameter."""
    return q**3 * e**3 * charge / (8 * np.pi * (eps0 * eps * kB * temp)**2)


xi = coupling(valence, sigma, eps_water, temperature)
xi_mono = coupling(1, sigma, eps_water, temperature)
# definition: Coulomb energy of two ions separated by mu, divided by kT
pair_at_mu = (valence * e)**2 / (4*np.pi*eps0*eps_water*mu*1e-9) / kT
assert abs(pair_at_mu / xi - 1) < 1e-10
# definition of mu: lifting an ion by mu above the charged plane costs kT
lift = quad(lambda r: 2*np.pi*(1 - r/np.hypot(r, mu)), 0, np.inf)[0]
assert abs(valence * bjerrum * sites * lift - 1) < 1e-5
hole_radius = np.sqrt(valence / (np.pi * sites))
neighbour_energy = valence**2 * bjerrum / hole_radius
assert abs(hole_radius / mu - np.sqrt(2*xi)) < 1e-9
assert abs(neighbour_energy - np.sqrt(xi/2)) < 1e-9
ions_in_disc = np.pi * mu**2 * sites / valence
assert abs(ions_in_disc - 1/(2*xi)) < 1e-9

# ---------- mean-field profile, closed form against integration ----------
LID = 10.0
K = brentq(lambda k: k*np.tan(k*LID) - 1, 1e-6, np.pi/(2*LID) - 1e-9)
pb_mean = 0.5 * np.log(1 + 1/K**2)


def integrate_pb(contact):
    """Integrate u'' = -2 n(0) exp(-u) away from the wall."""
    return solve_ivp(lambda z, y: [y[1], -2*contact*np.exp(-y[0])],
                     (0, LID), [0.0, 2.0], rtol=1e-10, atol=1e-12).y[:, -1]


u_lid, slope_lid = integrate_pb(1 + K**2)
assert abs(slope_lid) < 1e-5 and abs(u_lid/2 - pb_mean) < 1e-5
u_open, _ = integrate_pb(1.0)
assert abs(np.exp(-u_open) * (1 + LID)**2 - 1) < 1e-5


# ---------- Monte Carlo with smeared periodic images ----------
def square_potential(z, half):
    """Integral of 1/r over a square of side 2*half, at height z on its axis."""
    root = np.sqrt(2*half**2 + z**2)
    return (8*half*np.log((half + root)/np.sqrt(half**2 + z**2))
            - 4*z*np.arctan2(half**2, z*root))


direct_square = dblquad(lambda y, x: 1/np.sqrt(x*x + y*y + 0.49),
                        -1.5, 1.5, -1.5, 1.5)[0]
assert abs(direct_square / square_potential(0.7, 1.5) - 1) < 1e-6


def simulate(strength, seed, replicas=40, side=10, sweeps=90, discard=25):
    """Return mean height, its error, n(0)-n(LID), share below mu, hole filling."""
    rng = np.random.default_rng(seed)
    n_ions = side**2
    box = np.sqrt(2*np.pi*strength*n_ions)
    radius = np.sqrt(2*strength)
    step = 3*radius / (1 + 2*np.sqrt(strength/2))
    per_unit = 400
    grid = (np.arange(int(LID*per_unit) + 2) + 0.5) / per_unit
    # distant images: infinite sheet minus the central square
    images = -(2*np.pi*grid + square_potential(grid, box/2)) / box**2

    def draw_height(size):
        return LID - np.arctan(rng.random(size)/K)/K

    def log_proposal(z):
        return -2*np.log(np.cos(K*(LID - z)))

    lattice = (np.arange(side) + 0.5) * box/side
    gx, gy = np.meshgrid(lattice, lattice)
    pos = np.empty((3, replicas, n_ions))
    pos[0], pos[1] = gx.ravel(), gy.ravel()
    pos[2] = draw_height((replicas, n_ions))
    heights, filling = [], []
    for sweep in range(sweeps):
        for i in range(n_ions):
            trial = np.empty((3, 2, replicas))
            trial[:, 0] = pos[:, :, i]
            trial[:2, 1] = (pos[:2, :, i]
                            + step*(rng.random((2, replicas)) - 0.5)) % box
            trial[2, 1] = draw_height(replicas)
            delta = trial[:, :, :, None] - pos[:, None, :, :]
            lateral = delta[:2]
            lateral -= box*np.rint(lateral/box)
            dz = np.abs(delta[2])
            dist2 = lateral[0]**2 + lateral[1]**2 + dz**2
            dist2[:, :, i] = 1.0
            pair = 1/np.sqrt(dist2) + images[(dz*per_unit).astype(np.int64)]
            pair[:, :, i] = 0.0
            energy = strength*pair.sum(axis=2) + trial[2]
            log_ratio = (energy[0] - energy[1] + log_proposal(trial[2, 0])
                         - log_proposal(trial[2, 1]))
            accept = np.log(1 - rng.random(replicas)) < log_ratio
            pos[:, accept, i] = trial[:, 1, accept]
        if sweep >= discard:
            heights.append(pos[2].copy())
            if sweep % 5 == 0:
                d = pos[:2, :, :, None] - pos[:2, :, None, :]
                d -= box*np.rint(d/box)
                close = (d[0]**2 + d[1]**2 < (radius/2)**2).sum()
                close -= replicas*n_ions
                random_count = (replicas*n_ions*(n_ions - 1)
                                * np.pi*(radius/2)**2/box**2)
                filling.append(close/random_count)
    z = np.array(heights)
    by_replica = z.mean(axis=(0, 2))
    width = 0.1
    first = np.mean(z < width)/width
    second = np.mean((z >= width) & (z < 2*width))/width
    last = np.mean(z > LID - width)/width
    return (z.mean(), by_replica.std(ddof=1)/np.sqrt(replicas),
            1.5*first - 0.5*second - last, np.mean(z < 1), np.mean(filling))


strengths = [0.05, xi_mono, xi, 1000.0]
runs = [simulate(value, 11 + k) for k, value in enumerate(strengths)]
for run in runs:
    # exact force balance; tolerance covers bin extrapolation and sampling noise
    assert abs(run[2] - 1) < 0.08, run
# weak limit: tolerance covers finite ion number and nonzero coupling
assert abs(runs[0][0]/pb_mean - 1) < 0.08, (runs[0], pb_mean)
# strong limit: leading correction falls only as 1/sqrt(Xi)
assert abs(runs[3][0] - 1) < 0.12, runs[3]
assert runs[0][0] > runs[1][0] > runs[2][0] > runs[3][0]
assert runs[2][0] < 0.88*pb_mean, (runs[2], pb_mean)
assert runs[0][4] > 0.75 and runs[2][4] < 0.2, (runs[0], runs[2])

# ---------- sizes of neglected effects ----------
contrast = (eps_water - eps_silica)/(eps_water + eps_silica)
# potential of the induced interface charge at a unit ion at unit height
induced = quad(lambda r: contrast*r/(r*r + 1)**2, 0, np.inf)[0]
assert abs(induced/2 - contrast/4) < 1e-8
image_energy = valence**2*bjerrum*contrast/(4*ion_radius)
balance = mu*np.sqrt(xi*contrast/(4*(1 + contrast)))
found = minimize_scalar(lambda z: xi*contrast/(4*z) + (1 + contrast)*z,
                        bounds=(0.05, 10), method="bounded").x
assert abs(found*mu/balance - 1) < 1e-3

spacing = 1/np.sqrt(sites)
index = np.arange(-70, 71)


def site_sum(shift):
    """Windowed sum over wall sites, seen from a laterally shifted ion."""
    x, y = np.meshgrid((index + shift)*spacing, (index + shift)*spacing)
    r2 = x*x + y*y
    return np.sum(np.exp(-r2/(15*spacing)**2)/np.sqrt(r2 + ion_radius**2))


site_swing = valence*bjerrum*(site_sum(0.0) - site_sum(0.5))
G = 2*np.pi/spacing
wave = 2*np.pi*sites*valence*bjerrum/G
fourier = wave*(8*np.exp(-G*ion_radius)
                + 16/np.sqrt(5)*np.exp(-np.sqrt(5)*G*ion_radius))
assert abs(fourier/site_swing - 1) < 0.02

salt_density = salt_molar*const.N_A*1e-24                      # 1/nm^3
debye = 1/np.sqrt(4*np.pi*bjerrum*6*salt_density)


def salt_charge(phi):
    return 2*salt_density*(np.exp(-2*phi) - np.exp(phi))


small = 1e-4
screening = -4*np.pi*bjerrum*(salt_charge(small) - salt_charge(-small))/(2*small)
assert abs(screening*debye**2 - 1) < 1e-6

# free-dipole saturation, dipole fixed by the zero-field permittivity
eps_fast = 1.78
water_density = 1000*const.N_A/0.018015                       # 1/m^3
dipole = np.sqrt(3*eps0*kT*(eps_water - eps_fast)/water_density)


def saturated_eps(field):
    x = dipole*field/kT
    return eps_fast + (eps_water - eps_fast)*3*(1/np.tanh(x) - 1/x)/x


wall_field = brentq(lambda f: eps0*saturated_eps(f)*f - sigma, 1e7, 1e9)
eps_wall = saturated_eps(wall_field)
x_wall = dipole*wall_field/kT
top = quad(lambda c: c*np.exp(x_wall*c), -1, 1)[0]
bottom = quad(lambda c: np.exp(x_wall*c), -1, 1)[0]
eps_direct = eps_fast + water_density*dipole*top/bottom/(eps0*wall_field)
assert abs(eps_direct/eps_wall - 1) < 1e-7
xi_warm = coupling(valence, sigma, warm_eps, warm_temperature)
xi_saturated = coupling(valence, sigma, eps_wall, temperature)
core_fraction = np.pi*ion_radius**2*sites/valence

# ---------- output ----------
print(f"Surface charge: {sigma:.3f} C/m^2 = {sigma*100:.1f} uC/cm^2")
print(f"Ion valence: {valence}; temperature: {temperature:.0f} K")
print(f"Relative permittivity, water: {eps_water:.0f}; silica: {eps_silica:.0f}")
print(f"Wall charges per area: {sites:.4f} 1/nm^2")
print(f"Bjerrum length: {bjerrum:.4f} nm")
print(f"Gouy-Chapman length mu: {mu:.4f} nm")
print(f"Coupling parameter Xi, divalent: {xi:.2f} (dimensionless)")
print(f"Coupling parameter Xi, monovalent: {xi_mono:.2f} (dimensionless)")
print(f"Surface charge giving Xi = 1, divalent: {sigma/xi:.5f} C/m^2")
print(f"Neutral-area radius a: {hole_radius:.3f} nm; a/mu: {hole_radius/mu:.2f}")
print(f"Neighbour energy at a: {neighbour_energy:.2f} kT")
print(f"Ions in a disc of radius mu: {ions_in_disc:.4f}")
print(f"Lid height: {LID:.0f} mu = {LID*mu:.2f} nm (divalent)")
print(f"PB constant K: {K:.5f} 1/mu")
print(f"PB mean height with lid: {pb_mean:.3f} mu = {pb_mean*mu:.3f} nm")
pb_below = 1 - K*np.tan(K*(LID - 1))
print(f"PB share of ions below mu: {pb_below:.3f}")
sc_mean = 1 - LID*np.exp(-LID)/(1 - np.exp(-LID))
sc_below = (1 - np.exp(-1))/(1 - np.exp(-LID))
print(f"Strong-coupling mean height with lid: {sc_mean:.3f} mu")
print(f"Strong-coupling share below mu: {sc_below:.3f}")
print("Monte Carlo: 100 ions, 40 replicas, 65 sampled sweeps per run")
for value, run in zip(strengths, runs):
    print(f"MC Xi={value:.2f}: mean height {run[0]:.3f} +- {run[1]:.3f} mu")
    print(f"  n(0)-n(lid) {run[2]:.3f}; share below mu {run[3]:.3f}")
    print(f"  pair density within a/2 relative to random {run[4]:.3f}")
print(f"MC mean height, divalent example: {runs[2][0]*mu:.3f} nm")
print(f"PB overestimate of mean height: {100*(pb_mean/runs[2][0]-1):.0f} %")
print(f"Strong-coupling error of mean height: {100*(sc_mean/runs[2][0]-1):.0f} %")
print(f"Hydrated ion radius: {ion_radius:.2f} nm; radius/mu: {ion_radius/mu:.2f}")
print(f"In-plane area fraction of hydrated ions: {core_fraction:.3f}")
print(f"Dielectric contrast: {contrast:.3f}")
print(f"Image repulsion at the ion radius: {image_energy:.2f} kT")
print(f"Height where image and wall forces balance: {balance:.3f} nm")
print(f"Wall-site spacing, square lattice: {spacing:.3f} nm")
print(f"Site-to-hollow energy swing at the ion radius: {site_swing:.2f} kT")
print(f"Debye length, {salt_molar*1e3:.0f} mmol/L 2:1 salt: {debye:.2f} nm")
print(f"Warm bath: {warm_temperature:.0f} K, permittivity {warm_eps:.0f}")
print(f"Xi in the warm bath: {xi_warm:.2f} (dimensionless)")
print(f"Field at the wall: {wall_field*1e-8:.2f} MV/cm")
print(f"Permittivity at the wall, dipole estimate: {eps_wall:.1f}")
print(f"Xi with that permittivity: {xi_saturated:.2f} (dimensionless)")
print("success")
```

Running it gives:

```
Surface charge: 0.100 C/m^2 = 10.0 uC/cm^2
Ion valence: 2; temperature: 298 K
Relative permittivity, water: 78; silica: 4
Wall charges per area: 0.6242 1/nm^2
Bjerrum length: 0.7189 nm
Gouy-Chapman length mu: 0.1774 nm
Coupling parameter Xi, divalent: 16.21 (dimensionless)
Coupling parameter Xi, monovalent: 2.03 (dimensionless)
Surface charge giving Xi = 1, divalent: 0.00617 C/m^2
Neutral-area radius a: 1.010 nm; a/mu: 5.69
Neighbour energy at a: 2.85 kT
Ions in a disc of radius mu: 0.0308
Lid height: 10 mu = 1.77 nm (divalent)
PB constant K: 0.14289 1/mu
PB mean height with lid: 1.956 mu = 0.347 nm
PB share of ions below mu: 0.512
Strong-coupling mean height with lid: 1.000 mu
Strong-coupling share below mu: 0.632
Monte Carlo: 100 ions, 40 replicas, 65 sampled sweeps per run
MC Xi=0.05: mean height 1.945 +- 0.002 mu
  n(0)-n(lid) 0.991; share below mu 0.514
  pair density within a/2 relative to random 0.950
MC Xi=2.03: mean height 1.816 +- 0.003 mu
  n(0)-n(lid) 1.000; share below mu 0.540
  pair density within a/2 relative to random 0.523
MC Xi=16.21: mean height 1.401 +- 0.004 mu
  n(0)-n(lid) 1.007; share below mu 0.590
  pair density within a/2 relative to random 0.085
MC Xi=1000.00: mean height 1.018 +- 0.002 mu
  n(0)-n(lid) 0.981; share below mu 0.629
  pair density within a/2 relative to random 0.000
MC mean height, divalent example: 0.248 nm
PB overestimate of mean height: 40 %
Strong-coupling error of mean height: -29 %
Hydrated ion radius: 0.40 nm; radius/mu: 2.26
In-plane area fraction of hydrated ions: 0.157
Dielectric contrast: 0.902
Image repulsion at the ion radius: 1.62 kT
Height where image and wall forces balance: 0.246 nm
Wall-site spacing, square lattice: 1.266 nm
Site-to-hollow energy swing at the ion radius: 1.36 kT
Debye length, 1 mmol/L 2:1 salt: 5.53 nm
Warm bath: 333 K, permittivity 67
Xi in the warm bath: 17.60 (dimensionless)
Field at the wall: 1.48 MV/cm
Permittivity at the wall, dipole estimate: 76.4
Xi with that permittivity: 16.89 (dimensionless)
success
```
